# Water dimer binding energy: counterpoise, basis-set extrapolation and coupled-cluster correction, part 1

(Sections cited here and not found follow in the second part.)

**Question.** At MP2 in a quadruple-zeta basis with 280 functions, my water dimer interaction energy is $-4.785$ kcal/mol with the counterpoise correction and $-4.946$ kcal/mol without it. The binding energy is supposed to be roughly 5.0 kcal/mol, so the "uncorrected" number looks better than the "corrected" one, and that is true in every basis I tried: $-4.381$ against $-5.069$ at double zeta, $-4.619$ against $-4.971$ at triple zeta. My exercise says to extrapolate the counterpoise-corrected MP2 energy to the basis-set limit, add a CCSD(T) correction from a small basis, obtain about 5.0 kcal/mol, and show that corrected and uncorrected values go to the same limit. I do not see why they must, where the extrapolation formula comes from, or why energies from different bases may be added. When I follow the recipe I get 4.83 and not 5.0. Have I made an error?

## Answer

There is no error. With these bases the counterpoise composite is 4.83 kcal/mol and the uncorrected one is 4.93 kcal/mol. "About 5.0" is missed by 0.1 to 0.2 kcal/mol, while the two routes differ from each other by 0.10 kcal/mol, and the steps below show where the uncertainty enters.

### What is computed

The target is the electronic binding energy $D_e$, the depth of the well of the Born–Oppenheimer surface below two separated monomers, counted positive. It contains no zero-point vibration. The Hamiltonian is nonrelativistic and the oxygen 1s orbitals are left uncorrelated (frozen core). Total energies are in hartree, differences in kcal/mol with 1 hartree $=627.5095$ kcal/mol, and lengths in Å. Interaction energies are negative for attraction.

The geometry is a chosen input, roughly that of the real minimum. Both monomers have $r(\mathrm{OH})=0.9572$ Å and an angle of $104.52^\circ$. The O–O distance is 2.91 Å. The donor A lies in the mirror plane with its bridging OH bond $5.5^\circ$ off the O–O axis. The bisector of the acceptor B is $56^\circ$ off that axis, on the side opposite to the free hydrogen of A. The bases are jul-cc-pV$X$Z, meaning aug-cc-pV$X$Z on oxygen and cc-pV$X$Z on hydrogen, with $X=2,3,4$ for D, T, Q and 66, 148 and 280 functions for the dimer.

### The two interaction energies and their difference

Write $E_S[\mathcal B]$ for the energy of system $S$ in basis $\mathcal B$. The symbol $E_A[AB]$ means monomer A in the full dimer basis: the functions of B stay in place, while the nuclei and electrons of B are removed (ghost centres). The two definitions are

$$E_{\rm unc}=E_{AB}[AB]-E_A[A]-E_B[B],$$

$$E_{\rm CP}=E_{AB}[AB]-E_A[AB]-E_B[AB].$$

Both rest on size consistency: at infinite separation the dimer energy is the sum of the monomer energies, which holds for restricted Hartree–Fock (HF), MP2 and coupled cluster when both fragments are closed shells. On subtraction the dimer term cancels:

$$E_{\rm CP}-E_{\rm unc}=\big(E_A[A]-E_A[AB]\big)+\big(E_B[B]-E_B[AB]\big)\equiv{\rm BSSE}.$$

The gap between your two numbers, the basis-set superposition error, is therefore a property of monomer calculations only. It is the energy each monomer gains by using its partner's functions.

At the HF level its sign and its limit follow from the variational principle. The HF energy in a basis is the minimum of one functional over determinants whose orbitals lie in the span of the basis. The span of $[A]$ is contained in the span of $[AB]$, which is contained in the complete space, and a minimum over a larger set cannot be higher:

$$E_A^{\rm HF}[\infty]\le E_A^{\rm HF}[AB]\le E_A^{\rm HF}[A].$$

The right inequality makes each bracket non-negative. For the limit, note that functions on the centres of A alone become complete in all of space as $X\to\infty$, provided the family adds ever more radial functions and angular momenta. Then $E_A^{\rm HF}[A]\to E_A^{\rm HF}[\infty]$, the middle term is squeezed, and the bracket goes to zero.

For MP2 and CCSD(T) the limit argument survives and the sign argument does not. Both $E_A[A]$ and $E_A[AB]$ converge to the complete-basis value of the method, so their difference vanishes, and $E_{\rm CP}$ and $E_{\rm unc}$ have one limit. These methods are not variational upper bounds, however, and ghost functions change the occupied orbitals as well as enlarge the space of excitations, so a positive correlation BSSE is an observation and not a theorem. A second limit is plain from the formula: as $R_{\rm OO}\to\infty$ in a fixed basis the ghost functions no longer overlap the monomer and the BSSE vanishes.

Nothing here says that $E_{\rm CP}$ is closer to the limit. Counterpoise removes the imbalance between the dimer and monomer descriptions. It leaves the ordinary incompleteness error of the dimer basis, which describes the intermolecular correlation poorly and so underbinds. In $E_{\rm unc}$ this underbinding is added to the BSSE, which overbinds, and the two errors partly cancel. That is why your uncorrected numbers look good. The cancellation has no fixed ratio, so it cannot be counted on in another system or basis.

### The energies at each level

Real spatial orbitals are used, $i,j,k,l$ occupied and $a,b,c,d$ virtual, with $(pq|rs)=\iint \phi_p\phi_q(1)\,r_{12}^{-1}\,\phi_r\phi_s(2)$.

The large-basis integrals are density fitted. A product $\mu\nu$ of basis functions is replaced by $\sum_P c_P\chi_P$, and the coefficients minimise the Coulomb self-repulsion of the residual, $(\mu\nu|\mu\nu)-2\sum_P c_P(P|\mu\nu)+\sum_{PQ}c_Pc_QM_{PQ}$ with $M_{PQ}=(P|Q)$. Setting the derivative with respect to $c_P$ to zero gives $c=M^{-1}(\cdot|\mu\nu)$, so $(\mu\nu|\lambda\sigma)\approx\sum_{PQ}(\mu\nu|P)(M^{-1})_{PQ}(Q|\lambda\sigma)$. With the Cholesky factor $M=LL^T$ and $B^P_{\mu\nu}=\sum_Q(L^{-1})_{PQ}(Q|\mu\nu)$ this reads

$$(\mu\nu|\lambda\sigma)\approx\sum_PB^P_{\mu\nu}B^P_{\lambda\sigma}.$$

The fitting set (JKFIT of matching $X$, with 264, 328 and 488 functions) is that of the whole dimer in all five calculations. All five then use one and the same approximate interaction, and the HF inequality above remains exact for it.

With the density matrix $\mathbf P=2\,C_{\rm occ}C_{\rm occ}^T$, the Fock matrix is $F=h+J-\tfrac12K$, where $J_{\mu\nu}=\sum P_{\lambda\sigma}(\mu\nu|\lambda\sigma)$ and $K_{\mu\nu}=\sum P_{\lambda\sigma}(\mu\lambda|\nu\sigma)$. The factor $\tfrac12$ arises because an electron exchanges only with the half of the density that has its own spin. The energy is $\tfrac12{\rm tr}\,\mathbf P(h+F)+E_{\rm nuc}$, the $\tfrac12$ preventing double counting of the repulsion. For a ghost calculation $h$ and $E_{\rm nuc}$ contain only the real nuclei.

The MP2 and (T) formulas come from one piece of spin algebra. Let $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$, which obeys $[E_{pq},E_{rs}]=\delta_{qr}E_{ps}-\delta_{ps}E_{rq}$, and write the repulsion as $\hat V=\tfrac12\sum(pq|rs)E_{pq}E_{rs}$ plus one-body terms that are absorbed in the Fock operator. Take two $n$-fold excited states $|X\rangle=\frac1{n!}\sum X^{ab\ldots}_{ij\ldots}E_{ai}E_{bj}\cdots|\Phi\rangle$ and $|Y\rangle$ likewise, with coefficients unchanged under simultaneous permutation of the pairs $(ia),(jb),\ldots$, which is no restriction because pure excitation operators commute. In $\langle X|Y\rangle$ the $n$ holes of the bra can be matched to those of the ket in $n!$ ways, and so can the particles. By the pair symmetry only the relative permutation $\pi$ of particles against holes matters, so each $\pi$ occurs $n!$ times. It carries the fermion sign ${\rm sgn}\,\pi$. Each $E_{ai}$ ties the spin of $a$ to that of $i$, in bra and in ket, so all labels in one cycle of $\pi$ share a spin, and the spin sum gives 2 per cycle. Hence

$$\langle X|Y\rangle=\frac1{n!}\sum_{ij\ldots ab\ldots}X^{ab\ldots}_{ij\ldots}\sum_\pi{\rm sgn}(\pi)\,2^{\rm cycles(\pi)}\,Y^{\pi(ab\ldots)}_{ij\ldots}.$$

For MP2 the zeroth-order Hamiltonian is the Fock operator, and second-order perturbation theory gives $E^{(2)}=\langle X|D^{-1}|X\rangle$, where $|X\rangle$ is the excited part of the perturbation acting on $|\Phi\rangle$ and $D$ is the zeroth-order energy of $\Phi$ minus that of the excited determinant. Single excitations vanish because $F_{ia}=0$ at self-consistency. The doubles are $\tfrac12\sum(ia|jb)E_{ai}E_{bj}|\Phi\rangle$. For $n=2$ the identity has two cycles (weight $+4$) and the exchange one cycle (weight $-2$), and with the prefactor $1/2!$,

$$E_{\rm MP2}=\sum_{ijab}\frac{(ia|jb)\,[\,2(ia|jb)-(ib|ja)\,]}{\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b},$$

with the 1s orbitals left out of $i,j$.

CCSD determines $T_1=\sum t_i^aE_{ai}$ and $T_2=\tfrac12\sum t_{ij}^{ab}E_{ai}E_{bj}$ by requiring that $e^{-T}He^{T}|\Phi\rangle$ have no component on single and double excitations. The triples correction is defined as $E_{(T)}=\langle X|D^{-1}|Y\rangle$, where $|X\rangle$ is the triply excited part of $[\hat V,T_2]|\Phi\rangle$ and $|Y\rangle$ is $|X\rangle$ plus the triply excited part of $\hat VT_1|\Phi\rangle$. To turn a double into a triple, $\hat V$ must supply one new excitation $E_{ai}$ and move one particle or one hole, so the relevant terms are $\sum(ia|bd)E_{ai}E_{bd}+\sum(ia|jl)E_{ai}E_{lj}$, the $\tfrac12$ being cancelled by the two orders of the factors. The commutation rule gives $[E_{bd},E_{d'j}]=\delta_{dd'}E_{bj}$ and $[E_{lj},E_{bl'}]=-\delta_{ll'}E_{bj}$. Each can act on either factor of $T_2$, which cancels its $\tfrac12$ because $t_{ij}^{ab}=t_{ji}^{ba}$:

$$[E_{bd},T_2]=\sum_{jkc}t_{kj}^{cd}E_{ck}E_{bj},\qquad[E_{lj},T_2]=-\sum_{kbc}t_{lk}^{bc}E_{bj}E_{ck}.$$

The coefficient of $E_{ai}E_{bj}E_{ck}$ is thus $\sum_d(ia|bd)t_{kj}^{cd}-\sum_l(ia|jl)t_{lk}^{bc}$. Bringing it to the symmetric form with $1/3!$ in front means summing it over the six permutations $P_6$ of the pairs $(ia),(jb),(kc)$:

$$W_{ijk}^{abc}=P_6\Big[\sum_d(ia|bd)\,t_{kj}^{cd}-\sum_l(ia|jl)\,t_{lk}^{bc}\Big].$$

The singles term is $\tfrac12\sum(jb|kc)\,t_i^a\,E_{ai}E_{bj}E_{ck}$, and $\tfrac12$ times one term equals $\tfrac16$ times three equivalent ones, so

$$V_{ijk}^{abc}=W_{ijk}^{abc}+t_i^a(jb|kc)+t_j^b(ia|kc)+t_k^c(ia|jb).$$

For $n=3$ the weights are $+8$ for the identity, $-4$ for the three transpositions and $+2$ for the two cyclic permutations. With the prefactor $1/3!$,

$$E_{(T)}=\frac13\sum_{ijkabc}\frac{W^{abc}\big(4V^{abc}+V^{bca}+V^{cab}-2V^{acb}-2V^{bac}-2V^{cba}\big)}{\varepsilon_i+\varepsilon_j+\varepsilon_k-\varepsilon_a-\varepsilon_b-\varepsilon_c},$$

the lower labels $ijk$ being the same throughout. For the monomer in the double-zeta basis this sum gives $-0.00489170$ hartree, equal to all printed digits to the value from the PySCF routine.

### The printed ladder

The quadruple-zeta energies in hartree are

| system | HF | MP2 correlation |
|---|---|---|
| AB[AB] | −152.1376479 | −0.5730775 |
| A[AB] | −76.0659714 | −0.2855439 |
| B[AB] | −76.0659775 | −0.2856073 |
| A[A] | −76.0659531 | −0.2854649 |
| B[B] | −76.0659531 | −0.2854724 |

The counterpoise HF part is $-152.1376479+76.0659714+76.0659775=-0.0056990$ hartree, or $-3.576$ kcal/mol. The correlation part is $-0.5730775+0.2855439+0.2856073=-0.0019263$ hartree, or $-1.209$ kcal/mol, and the sum is your $-4.785$. With the last two rows as monomers the parts are $-0.0057417$ and $-0.0021402$ hartree, or $-3.603$ and $-1.343$ kcal/mol, and the sum is $-4.946$. The same arithmetic in all three bases gives, in kcal/mol,

| | D | T | Q |
|---|---|---|---|
| HF, CP | −3.630 | −3.545 | −3.576 |
| HF, unc | −3.894 | −3.606 | −3.603 |
| corr, CP | −0.751 | −1.074 | −1.209 |
| corr, unc | −1.175 | −1.365 | −1.343 |
| BSSE, HF | 0.264 | 0.060 | 0.027 |
| BSSE, corr | 0.425 | 0.292 | 0.134 |
| BSSE, MP2 | 0.688 | 0.352 | 0.161 |

Sums may be off by 0.001 from rounding. The total gap roughly halves at each step. Two rows are not monotonic: the counterpoise HF part and the uncorrected correlation part. This contradicts nothing, since a difference of three decreasing energies can move either way, but it warns against fitting a smooth curve to the HF interaction energy. The counterpoise correlation row moves steadily in one direction, which is the practical reason for extrapolating that row.

### Origin of the inverse cube

The slow convergence comes from the electron–electron cusp. In atomic units the kinetic energy of the relative motion of two electrons is $-\nabla_r^2$ with $r=r_{12}$ (reduced mass $\tfrac12$). In the first-order equation the term $r^{-1}\Phi$ diverges at $r=0$ and only $-\nabla_r^2\psi^{(1)}$ can cancel it. Since $\nabla^2r=2/r$, for a pair of opposite spin $\psi^{(1)}\approx\tfrac12r_{12}\Phi$ near coalescence. The high angular momenta of $E^{(2)}=\langle\Phi|r_{12}^{-1}|\psi^{(1)}\rangle$ come from this non-smooth term.

Take an atom-like pair with spherical $\Phi$, and set $s=r_</r_>$ and $x=\cos\theta_{12}$. Then $r_{12}^{-1}=r_>^{-1}\sum_ls^lP_l(x)$. Multiply by $r_{12}^2=r_>^2(1+s^2-2sx)$ and use $xP_l=[(l+1)P_{l+1}+lP_{l-1}]/(2l+1)$. The coefficient of $r_>P_l$ in $r_{12}$ collects contributions from $l$, $l-1$ and $l+1$:

$$(1+s^2)s^l-2s\Big[\frac{l\,s^{l-1}}{2l-1}+\frac{(l+1)s^{l+1}}{2l+3}\Big]=\frac{s^{l+2}}{2l+3}-\frac{s^l}{2l-1}.$$

The angular average of $P_lP_{l'}$ is $\delta_{ll'}/(2l+1)$, so the $l$-th part of $r_{12}^{-1}\cdot\tfrac12r_{12}$ is $\frac{1}{2(2l+1)}s^{2l}\big[\frac{s^2}{2l+3}-\frac1{2l-1}\big]$. For large $l$ the factor $s^{2l}$ confines the radial integral to $s$ near 1, where the rest of the integrand may be taken as constant. With $L=l+\tfrac12$,

$$\int_0^1s^{2l}\Big[\frac{s^2}{2l+3}-\frac1{2l-1}\Big]ds=\frac14\Big[\frac1{(L+1)^2}-\frac1{L(L-1)}\Big].$$

Expanding, $(L+1)^{-2}\approx L^{-2}(1-2/L)$ and $[L(L-1)]^{-1}\approx L^{-2}(1+1/L)$, so the integral is $-3/(4L^3)$ to leading order. The prefactor $1/(4L)$ makes the increment $-\tfrac3{16}L^{-4}$ times a positive integral over $\Phi^2$ at $r_1=r_2$. Each partial wave contributes in proportion to $(l+\tfrac12)^{-4}$.

The missing energy is the tail of this series. For $f(y)=y^{-4}$, a Taylor expansion about the midpoint $m=l+\tfrac12$ gives $\int_l^{l+1}f\,dy=f(m)+f''(m)/24+\ldots$, the odd terms integrating to zero. Sum over $l\ge X$ and replace $\sum f''(m)$ by $\int_X^\infty f''dy=-f'(X)=4X^{-5}$:

$$\sum_{l\ge X}(l+\tfrac12)^{-4}=\frac1{3X^3}-\frac{1}{6X^5}+\ldots=\frac1{3X^3}\Big(1-\frac1{2X^2}+\ldots\Big).$$

The exact tails for $X=3$ and 4 are 0.011718 and 0.005054, against 0.012346 and 0.005208 from the leading term.

Identifying this $X$ with the cardinal number is an assumption. The set cc-pV$X$Z reaches $l=X-1$ on hydrogen, which matches the sum, but $l=X$ on oxygen, and it is not radially complete in any $l$. Same-spin pairs, which vanish at coalescence, converge faster. The form $E_X=E_\infty+AX^{-3}$ has the right asymptotic power, and the use of $X$ without an offset is an empirical convention.

Corrected and uncorrected energies must share one basis-set limit, and the cusp gives the correlation error its asymptotic inverse-cube form. What remains is to extrapolate the MP2 energies, add the coupled-cluster correction and monomer relaxation, and compare the result with 5.0 kcal/mol.
